# FFT counts and large-cell overhead of meta-GGA calculations in plane-wave PAW

## Result

Per band, one application of a GGA Hamiltonian takes 2 FFTs and the density takes 1. For a meta-GGA that depends on the kinetic-energy density \(\tau\), the straightforward gradient form takes 8 FFTs for the Hamiltonian and 4 for density and \(\tau\) together. A Laplacian form of the same operator takes 4 and 2. A self-consistency cycle therefore needs \(r=4\) or \(r=2\) times as many FFTs as in a GGA.

The ratio of total times is smaller, because projection and orthogonalization cost the same for both functionals. For a cell of \(N\) atoms, let \(u\) be the FFT time divided by the time of this other work in the GGA calculation. In the cost model below,

\[
R=1+(r-1)\frac{u}{1+u},\qquad u=\frac{\kappa L}{N},\qquad L=\log_2N_r ,
\]

where \(N_r\) is the number of grid points and \(\kappa\) does not depend on \(N\). For large cells, with the first correction,

\[
R-1=(r-1)\frac{\kappa L}{N}\left[1-\frac{\kappa L}{N}+O\!\left(\frac{L^2}{N^2}\right)\right].
\]

With the round parameters used below, a 64-atom cell has \(R\approx2.0\) in the gradient form and \(1.3\) in the Laplacian form. These are estimates from operation counts for complex orbitals and FFTs over the full box, not measured timings.

## The extra operator

Hartree atomic units are used. The smooth PAW or ultrasoft orbitals are

\[
\psi(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf q\cdot\mathbf r},\qquad \mathbf q=\mathbf k+\mathbf G,
\]

with complex coefficients and cell volume \(\Omega\). Let \(f_n\) be the occupations, and define

\[
\tau=\tfrac12\sum_n f_n|\nabla\psi_n|^2,\qquad v_\tau=\frac{\partial e_{xc}}{\partial\tau},
\]

where \(e_{xc}\) is the exchange-correlation energy per volume. Its dependence on the density and on the density gradient gives a multiplicative potential, as in a GGA, which is part of \(V(\mathbf r)\). The dependence on \(\tau\) gives something new. Under a variation of \(\psi_n^*\),

\[
\delta E=\tfrac12 f_n\int v_\tau\,\nabla\delta\psi_n^*\cdot\nabla\psi_n\,d^3r
=-\tfrac12 f_n\int\delta\psi_n^*\,\nabla\cdot(v_\tau\nabla\psi_n)\,d^3r .
\]

The second step is an integration by parts. Its surface term vanishes because the Bloch phases of \(\delta\psi_n^*\) and \(\nabla\psi_n\) cancel, so the integrand is periodic. Dividing by \(f_n\) gives

\[
H\psi=-\tfrac12\nabla^2\psi+V\psi-\tfrac12\nabla\cdot(v_\tau\nabla\psi)+\text{nonlocal part}.
\]

Each gradient brings a factor \(i\mathbf q\), and \(-\tfrac12(i\mathbf q)\cdot(i\mathbf q')=+\tfrac12\mathbf q\cdot\mathbf q'\). The matrix element of the new term between plane waves is therefore \(\tfrac12\,\mathbf q\cdot\mathbf q'\,v_\tau(\mathbf G-\mathbf G')\).

## Counting in the gradient form

The ordinary kinetic term is diagonal in \(\mathbf G\) and needs no FFT. The product \(V\psi\) needs one transform to the grid and one back. The new term is evaluated as

\[
\left[-\tfrac12\nabla\cdot(v_\tau\nabla\psi)\right]_{\mathbf G}
=\tfrac12\sum_{a=x,y,z}q_a\,\mathcal F\!\left[v_\tau\,\mathcal F^{-1}(q_ac)\right]_{\mathbf G},
\]

with three transforms each way. The total is \(2+6=8\). For the densities, \(\psi\) and its three gradient components must be on the grid, which takes \(1+3=4\) transforms instead of 1.

Suppose a cycle has \(h\) Hamiltonian applications and one density build. The GGA needs \(2h+1\) FFTs per band and the meta-GGA needs

\[
8h+4=4(2h+1).
\]

The ratio is 4 for every \(h\), because the operator and the density each carry the factor 4.

## A form with half the transforms

Eight is not the smallest possible number. The product rule gives

\[
\nabla^2(v\psi)=v\nabla^2\psi+2\nabla v\cdot\nabla\psi+\psi\nabla^2v .
\]

Adding \(v\nabla^2\psi-\psi\nabla^2v\) to both sides leaves

\[
\nabla^2(v\psi)+v\nabla^2\psi-\psi\nabla^2v
=2v\nabla^2\psi+2\nabla v\cdot\nabla\psi=2\nabla\cdot(v\nabla\psi),
\]

and hence

\[
-\tfrac12\nabla\cdot(v_\tau\nabla\psi)=-\tfrac14\left[\nabla^2(v_\tau\psi)+v_\tau\nabla^2\psi-\psi\nabla^2v_\tau\right].
\]

Two functions are brought to the grid: \(\psi\), and \(\nabla^2\psi\) with coefficients \(-q^2c_{\mathbf G}\). On the grid one forms

\[
A=\left(V+\tfrac14\nabla^2v_\tau\right)\psi-\tfrac14v_\tau\nabla^2\psi,\qquad B=v_\tau\psi .
\]

Both are transformed back. The outer Laplacian acts on \(B\) as \(-q^2\), which turns \(-\tfrac14\) into \(+\tfrac14\):

\[
(H\psi)_{\mathbf G}=\tfrac12q^2c_{\mathbf G}+A_{\mathbf G}+\tfrac14q^2B_{\mathbf G}+\text{nonlocal part}.
\]

This takes 4 FFTs. The Laplacian of \(v_\tau\) is computed once for all bands.

The same idea works for \(\tau\). From

\[
\nabla^2|\psi|^2=2\,\mathrm{Re}\,\psi^*\nabla^2\psi+2|\nabla\psi|^2
\]

one solves for \(|\nabla\psi|^2\), multiplies by \(\tfrac12f_n\) and sums:

\[
\tau=\tfrac14\nabla^2n-\tfrac12\sum_nf_n\,\mathrm{Re}\,\psi_n^*\nabla^2\psi_n,\qquad n=\sum_nf_n|\psi_n|^2 .
\]

Here \(n\) is the bare smooth density, without augmentation or compensation charge. Two FFTs per band suffice. The cycle now needs \(4h+2=2(2h+1)\) transforms, so \(r=2\).

## When the two forms agree

In reciprocal space the Laplacian form rests on

\[
\mathbf q\cdot\mathbf q'=\tfrac12\left(q^2+q'^2-|\mathbf G-\mathbf G'|^2\right),
\]

so the grid must know the true difference \(\mathbf G-\mathbf G'\). Let \(m\) be the largest integer index of a basis vector along any reciprocal axis. The index differences lie between \(-2m\) and \(2m\), which allows at most \(4m+1\) values along each axis. A grid edge \(M\ge4m+1\) keeps them distinct.

On a smaller grid a difference \(\mathbf D\) can be wrapped to another vector \(\mathbf D'\). The gradient form then gives \(\tfrac12\mathbf q\cdot\mathbf q'\,v_\tau(\mathbf D')\), while the Laplacian form gives \(\tfrac14(q^2+q'^2-|\mathbf D'|^2)v_\tau(\mathbf D')\). Since \(2\mathbf q\cdot\mathbf q'=q^2+q'^2-|\mathbf D|^2\), the Laplacian form minus the gradient form is

\[
\tfrac14\left(|\mathbf D|^2-|\mathbf D'|^2\right)v_\tau(\mathbf D').
\]

Along a wrapped axis the index of \(\mathbf D'\) has magnitude at least \(M-2m\). The discrepancy is thus controlled by the short-wavelength components of \(v_\tau\).

Both forms were tested against a matrix built by grid quadrature of explicit plane waves and their gradients, for a basis with \(m=3\) and random fields. At edge 13, which equals \(4m+1\), both agree with it to rounding error. At edge 9 the gradient form still reproduces the quadrature on that same grid, but the Laplacian form deviates by 5.7% of the norm of the reference result. The size of this deviation belongs to the random field. It measures how far the two forms differ, not which one is closer to the exact operator: on the reduced grid both use \(v_\tau(\mathbf D')\) where the exact element has \(v_\tau(\mathbf D)\), so the quadrature and the gradient form are aliased too. The formula for \(\tau\) has the same grid condition. On a smaller grid the components of \(n\) are wrapped, \(\nabla^2n\) is wrong, and the Laplacian-form \(\tau\) can become negative where the true \(\tau\) is small, whereas the gradient form is a sum of squares at every grid point. A code that saves memory with a reduced grid must check these points before it adopts the cheaper form.

## The PAW spheres add no FFT

Inside a sphere the orbitals enter through the projections \(\langle p_i|\psi_n\rangle\), where \(i\) labels partial waves \(\phi_i\). With

\[
\rho_{ij}=\sum_nf_n\langle\psi_n|p_i\rangle\langle p_j|\psi_n\rangle,\qquad
\tau^1=\tfrac12\sum_{ij}\rho_{ij}\nabla\phi_i^*\cdot\nabla\phi_j,
\]

the chain rule, applied to the one-centre exchange-correlation energy \(E^1\) with the one-centre density \(n^1\) held fixed, gives

\[
D^\tau_{ij}=\left(\frac{\partial E^1}{\partial\rho_{ij}}\right)_{n^1}=\tfrac12\int_{\rm sphere}v_\tau^1\,\nabla\phi_i^*\cdot\nabla\phi_j\,d^3r .
\]

A frozen core adds a fixed part to \(\tau^1\), which changes \(v_\tau^1\) but not this form. The pseudo partial waves give an analogous term that is subtracted. The result is added to the existing matrix in \(\sum_{ij}|p_i\rangle D_{ij}\langle p_j|\). The radial integrals are done per atom when the density is updated, not per band, so the projection work in each Hamiltonian application is unchanged.

## Cost model

A radix-2 FFT of length \(M\) has \(\log_2M\) levels of \(M/2\) butterflies. Each butterfly has one complex multiplication (6 real operations) and two complex additions (4), so the total is \(5M\log_2M\). In three dimensions there are \(3M^2\) lines, and

\[
3M^2\cdot5M\log_2M=5M^3\log_2M^3=5N_r\log_2N_r .
\]

This count is used as an estimate for other lengths too.

Let there be \(N_{pw}\) plane waves, \(N_p\) projectors and \(N_b\) bands. A complex multiply-add costs 8 real operations. With projectors stored in reciprocal space, one application needs the projections, the return of the \(D\) term to plane waves and the return of the overlap term. That is \(3\times8N_{pw}N_p=24N_{pw}N_p\) per band.

Orthogonalization is done through a generalized subspace eigenproblem, whose eigenvectors are orthonormal with respect to the PAW overlap \(S\). Building the subspace matrices of \(H\) and \(S\) and rotating the bands costs \(3\times8N_{pw}N_b^2\) for all bands, or \(24N_{pw}N_b\) per band and cycle.

Matrix products usually run faster per operation than FFTs. Let \(s\) be this speed ratio. With \(p\) projectors and \(b\) bands per atom, \(N_p=pN\) and \(N_b=bN\). The GGA costs per band and cycle, in operations at FFT speed, are

\[
C_F=5(2h+1)N_rL,\qquad C_M=\frac{24N_{pw}N(hp+b)}{s}.
\]

The ratio \(N_r/N_{pw}\) follows from geometry. A sphere of radius \(G_{\max}\) contains

\[
N_{pw}=\frac{\Omega}{(2\pi)^3}\,\frac{4\pi}{3}G_{\max}^3=\frac{\Omega G_{\max}^3}{6\pi^2}
\]

plane waves. In a cubic cell of edge \(\ell\), a grid that holds all differences has an edge of about \(4G_{\max}\ell/(2\pi)\) points, so \(N_r=8\Omega G_{\max}^3/\pi^3\). Therefore

\[
\frac{N_r}{N_{pw}}=\frac{8}{\pi^3}\,6\pi^2=\frac{48}{\pi}\approx15.3 .
\]

Direct counting for a 512-atom cell gives 15.0; the small difference comes from the integer grid edge. Inserting the ratio,

\[
u=\frac{C_F}{C_M}=\frac{5(2h+1)sL}{24N(hp+b)}\,\frac{48}{\pi}=\frac{\kappa L}{N},
\qquad
\kappa=\frac{10\,s\,(2h+1)}{\pi(hp+b)} .
\]

A meta-GGA multiplies \(C_F\) by \(r\) and leaves \(C_M\) alone. If both functionals need equally many cycles and applications,

\[
R=\frac{rC_F+C_M}{C_F+C_M}=\frac{1+ru}{1+u}=1+(r-1)\frac{u}{1+u}.
\]

The fraction \(\varphi=u/(1+u)\) is the FFT share of the GGA time.

## Large cells: leading term and first correction

At fixed parameters \(L\) grows logarithmically with \(N\), so \(u\to0\). Putting the right-hand side over the common denominator \(1+u\) confirms that

\[
\frac{u}{1+u}=u-u^2+\frac{u^3}{1+u}.
\]

Thus

\[
R=1+(r-1)(u-u^2)+(r-1)\frac{u^3}{1+u}.
\]

The last term is positive and smaller than \((r-1)u^3\), which bounds the error of the two-term formula within the model. The leading term is the extra FFT work divided by the matrix work alone. The correction is negative because the GGA reference time also contains FFTs.

The relative overhead vanishes, but the absolute extra cost per band, \((r-1)C_F\), keeps growing as \(N\log N\). It is overtaken by matrix work that grows as \(N^2\).

## The FFT-dominated limit

The opposite limit is \(u\to\infty\), reached at fixed \(N\) when \(s\) is large. With \(w=1/u=N/(\kappa L)\),

\[
\frac{u}{1+u}=\frac{1}{1+w}=1-w+\frac{w^2}{1+w},
\]

so that

\[
R=r-(r-1)\frac{N}{\kappa L}+(r-1)\frac{w^2}{1+w}.
\]

The bare FFT ratio \(r\) is an upper limit in this model. The two regimes meet at \(u=1\), where \(N=\kappa L\) and \(R=(r+1)/2\): 2.5 for the gradient form and 1.5 for the Laplacian form.

## A model crystal

The parameters are round and describe no particular material: 100 bohr³, 6 bands and 18 projectors per atom, a cutoff of 18 hartree, \(h=3\) and \(s=5\). The cutoff gives \(G_{\max}=\sqrt{2\times18}=6\) bohr⁻¹, hence 364.8 plane waves and 5573 grid points per atom. A cycle takes 7 FFTs per band in the GGA, 28 in the gradient form and 14 in the Laplacian form. Further,

\[
\kappa=\frac{10\times5\times7}{\pi(3\times18+6)}=\frac{350}{60\pi}=1.857\ \text{atoms}.
\]

**512 atoms.** Here \(L=21.44\) and \(u=1.857\times21.44/512=0.0778\). For the gradient form the leading term gives \(R=1+3\times0.0778=1.233\). The first correction subtracts \(3\times0.0778^2=0.018\), which gives 1.215. The full model gives 1.216. The Laplacian form costs 7% more than the GGA.

**64 atoms.** Now \(L=18.44\) and \(u=0.535\), so \(\varphi=0.535/1.535=0.349\). The full formula gives \(R=1+3\times0.349=2.05\), or 1.35 for the Laplacian form. The two-term expansion would give 1.75 for the gradient form, so it should not be used here. Per band and cycle, in units of \(10^6\) operations at FFT speed, the GGA spends 230 on FFTs, 387 on projection and 43 on subspace work. The gradient form raises the first entry to 921 and leaves the others unchanged. Projection, rather than orthogonalization, is what mostly dilutes the overhead in this cell.

**8 atoms.** With \(L=15.44\), \(w=8/(1.857\times15.44)=0.279\). The FFT-dominated expansion gives \(4-3\times0.279=3.16\), against 3.35 from the full formula. The Laplacian form gives 1.78. Rounding the grid edge to an integer shifts these ratios by up to a few percent. The same holds at 64 atoms, where the gradient-form ratio is 1.98 for edge 69 and 2.08 for edge 72; at 512 atoms, edges 141 and 144 shift it by less than 1%.

FFT and matrix costs balance at about 32 atoms. The estimate depends strongly on \(s\): for 64 atoms the gradient-form ratio is 1.29 at \(s=1\), 2.05 at \(s=5\) and 3.04 at \(s=20\). A useful prediction for a given machine therefore needs a measured \(\varphi\), the share of the GGA time spent on FFTs of the individual bands. It can be put into \(R=1+(r-1)\varphi\). Transforms done once for all bands do not belong in this share.

## What changes the estimate

If the Hamiltonian is applied many times per cycle, \(h\to\infty\) gives \(\kappa\to20s/(\pi p)\). The subspace work then drops out, and the result describes Hamiltonian application alone.

Projectors evaluated in real space change the scaling. Each covers a fixed number of grid points, so projection costs a time proportional to \(N\) per band instead of \(N^2\). Suppose that the overlap term is combined with the other terms on the grid before the transform back, so that it needs no FFT of its own. At leading order for large cells only the subspace work then remains in the denominator, and

\[
\kappa\to\kappa'=\frac{10s(2h+1)}{\pi b}.
\]

This is larger by the factor \((hp+b)/b=60/6=10\) for the model crystal. At equal \(N\), the leading term of the overhead is then ten times larger, and the approach to \(R=1\) is correspondingly delayed. The ratio of the full overheads \(R-1\) stays below this factor and approaches it only for very large cells. In cells of a few atoms the overhead need not grow at all, because real-space projection may save nothing there. The first correction also changes, because the linear projection cost must be kept in it.

The FFT count assumes that all \(3M^2\) lines of the box are transformed. The plane waves of an orbital fill only a sphere whose diameter is half the grid edge, so many lines are zero on the way to the grid or not needed on the way back. A code that skips them transforms only a fraction \((\pi/16+1/2+1)/3\approx0.57\) of the lines. In the operation count \(\kappa\) falls by this factor, and the 64-atom ratios become about 1.7 in the gradient form and 1.2 in the Laplacian form.

All counts assume complex orbitals. Large cells are often sampled at \(\Gamma\) alone, where the orbitals and their derivatives can be taken real. Two bands then share each complex FFT, which halves \(C_F\) and leaves \(r\) unchanged, while a scalar product needs \(2N_{pw}\) real operations instead of \(8N_{pw}\), which divides \(C_M\) by 4. At equal \(s\), \(\kappa\) doubles: the ratios become 2.55 and 1.52 for 64 atoms, 1.40 and 1.13 for 512 atoms.

The dense subspace eigenproblem has been left out. It costs a time proportional to \(N_b^3\), or \(N_b^2\) per band, so it has the same power of \(N\) as the matrix work and would lower \(\kappa\). Pointwise products on the grid are also omitted. One product of a real field with an orbital takes about 2% of the operations of one FFT at 64 atoms, although an operation count says nothing about memory traffic. The GGA and the gradient form need one such product per two FFTs of the Hamiltonian application, the Laplacian form three products and a sum for four FFTs, so the omission favours the Laplacian form. Finally, if the meta-GGA needs more cycles to converge, its total time grows by that further factor, which does not vanish for large cells.

The counts, operator errors and time ratios are listed in the numerical output below.

## Calculated quantities

```
Test basis: 114 plane waves, largest index m = 3
Test grid edges: full 13, undersized 9 points
Relative operator error, edge 13: gradient 4.2e-16, Laplacian 4.7e-16
Relative operator error, edge 9: gradient 5.1e-16, Laplacian 5.7e-02
Relative tau error: gradient 4.9e-16, Laplacian 1.2e-15
H applications per cycle: 3
FFTs per band, gga: H 2, density 1, cycle 7
FFTs per band, gradient: H 8, density 4, cycle 28
FFTs per band, laplacian: H 4, density 2, cycle 14
Radix-2 FFT of length 64: 1920 real operations
Volume per atom: 100 bohr^3
Cutoff: 18 hartree; G_max: 6.00 bohr^-1
Bands per atom: 6; projectors per atom: 18
Matrix-product speed relative to FFT: 5
Plane waves per atom: 364.8; grid points: 5573.1
Grid/plane-wave ratio: formula 15.279, counted for 512 atoms 15.001
kappa: 1.8568 atoms
8 atoms: log2(N_r) 15.444, FFT share 78.2 %
  time ratio to GGA: gradient 3.346, Laplacian 1.782
64 atoms: log2(N_r) 18.444, FFT share 34.9 %
  time ratio to GGA: gradient 2.046, Laplacian 1.349
512 atoms: log2(N_r) 21.444, FFT share 7.2 %
  time ratio to GGA: gradient 1.216, Laplacian 1.072
FFT and matrix costs balance at 32.4 atoms
64 atoms, cost per band and cycle in 10^6 FFT-speed operations:
  gga: FFT 230.3, projection 387.3, subspace 43.0, total 660.5
  gradient: FFT 921.0, projection 387.3, subspace 43.0, total 1351.3
  laplacian: FFT 460.5, projection 387.3, subspace 43.0, total 890.8
64 atoms, relative speed 1: FFT share 9.7 %, gradient ratio 1.290, Laplacian 1.097
64 atoms, relative speed 5: FFT share 34.9 %, gradient ratio 2.046, Laplacian 1.349
64 atoms, relative speed 20: FFT share 68.2 %, gradient ratio 3.045, Laplacian 1.682
One real-by-complex grid product / one FFT, 64 atoms: 2.17 % of operations
```
